How Broyden's Two Methods Respond to Changes of Variables and Residuals, part 1

(Sections cited here and not found follow in the second part.)

Take Li₂ at a bond length of 5.0 bohr in restricted Hartree–Fock theory with the 6-31G basis, and converge its density matrix by Broyden mixing. After two steps of Broyden's second method the residual norm is 1.2755×10⁻². Rewriting the unknown density matrix in the orthogonalised (Löwdin) basis leaves that number at 1.2755×10⁻², and the iterates up to the sixth agree to 3.3×10⁻¹³. Rewriting the residual in the Löwdin basis changes the number to 6.9178×10⁻³. With Broyden's first method the roles are exchanged: 1.1334×10⁻² is untouched by rewriting the residual and becomes 6.8641×10⁻³ when the unknowns are rewritten. All these norms are measured in one fixed way, all runs start from the same density matrix and take the same first step, and the equation being solved is the same. Each method is blind to one change of representation and sensitive to the other.

Setting and conventions

We solve F(x) = 0 for a continuously differentiable F: Rⁿ → Rⁿ. In a self-consistent-field calculation x is the input density (or density matrix, or potential), g(x) is the output of one cycle, and F(x) = g(x) − x. The matrix J approximates the Jacobian ∂F/∂x and H = J⁻¹ its inverse. J carries a displacement of the variables into a change of the residual, and H does the reverse. The step is the full quasi-Newton step

x_{k+1} = x_k − H_k F_k,  F_k = F(x_k).  (1)

Linear mixing, x_{k+1} = x_k + αF_k, is the choice H = −αI, and it serves as the starting matrix H₀. One step supplies the pair

s = x_{k+1} − x_k,  y = F_{k+1} − F_k.

The chain rule gives (d/dt)F(x_k + ts) = F′(x_k + ts)s, and integration from t = 0 to 1 gives

y = J̄s,  J̄ = ∫₀¹ F′(x_k + ts) dt.

The Jacobian averaged along the step maps s to y exactly. The new approximation is asked to do the same:

J₊s = y,  equivalently  H₊y = s.  (2)

This secant condition is n equations for n² unknowns, so for n > 1 a further principle is needed. Define the mismatch

r = s − Hy.  (3)

For the full step (1), s = −HF_k, so r = −HF_k − H(F_{k+1} − F_k) = −HF_{k+1}. The mismatch is the step that the old matrix would take next.

A change of representation is a pair of invertible matrices A, B and a shift c:

x̃ = Bx + c,  F̃(x̃) = AF(x).  (4)

Differences lose the shift, so s̃ = Bs and ỹ = Ay. The true Jacobian becomes ∂F̃/∂x̃ = AF′B⁻¹. An approximation describes the same linear model in the new representation when

J̃ = AJB⁻¹,  H̃ = BHA⁻¹,  (5)

and we then call it covariant. If x̃_k = Bx_k + c and H̃_k is covariant, the step is covariant too:

x̃_{k+1} = Bx_k + c − BH_kA⁻¹AF_k = Bx_{k+1} + c.  (6)

The mismatch follows: r̃ = Bs − BHA⁻¹Ay = Br. A method is invariant under (4) when the same formulas, applied to the tilde problem from x̃₀ = Bx₀ + c and H̃₀ = BH₀A⁻¹, give x̃_k = Bx_k + c for all k. By (6) and induction on k, it suffices that each update turns a covariant H̃ into a covariant H̃₊. The whole question is the behaviour of one update.

The result to be derived has three parts. The second update

H₊ = H + r yᵀ/(yᵀy)  (7)

is the least change of H compatible with (2), and the first update

J₊ = J + (y − Js)sᵀ/(sᵀs)  (8)

is the least change of J. The first is covariant for every A with B = I, the second for every B with A = I. The other map preserves all updates only if it is a multiple of an orthogonal matrix.

First derivation: a constrained minimum over the n² entries

Let Δ = H₊ − H. Condition (2) reads Δy = r. Measure Δ by the Frobenius norm, ‖Δ‖² = Σᵢⱼ Δᵢⱼ² = tr(ΔᵀΔ), which comes from the inner product ⟨X,Z⟩ = tr(XᵀZ). Assume y ≠ 0. With one multiplier λᵢ for each row of the constraint,

L = ½ Σᵢⱼ Δᵢⱼ² − Σᵢ λᵢ (Σⱼ Δᵢⱼyⱼ − rᵢ).

Setting ∂L/∂Δᵢⱼ = 0 gives Δᵢⱼ = λᵢyⱼ, that is Δ = λyᵀ. The constraint becomes λ(yᵀy) = r, so λ = r/(yᵀy) and the stationary point is

Δ* = r yᵀ/(yᵀy).

To see that it is the unique minimum, write any feasible Δ as Δ* + Z. Subtracting the two constraints gives Zy = 0. The cross term vanishes by the cyclic property of the trace:

⟨Δ*,Z⟩ = tr(y rᵀZ)/(yᵀy) = rᵀZy/(yᵀy) = 0.

Also ‖Δ*‖² = tr(y rᵀr yᵀ)/(yᵀy)² = |r|²/|y|², where |·| is the Euclidean length. Hence

‖Δ‖² = |r|²/|y|² + ‖Z‖²,  (9)

which is smallest for Z = 0 and only there. This proves (7). Exchanging s with y and H with J turns the problem into: minimise ‖J₊ − J‖ subject to J₊s = y, with s ≠ 0. Every line carries over with r replaced by y − Js, and the result is (8), with ‖J₊ − J‖ = |y − Js|/|s|.

The two updates differ in general, because the smallest change of a matrix need not be the smallest change of its inverse; equations (7) and (10) show that they coincide only when r = 0 or Hᵀs is parallel to y. To compare them, both must be written for the same matrix. Two facts about I + abᵀ are needed. Multiplying out,

(I + abᵀ)(I − abᵀ/(1 + bᵀa)) = I + abᵀ[1 − 1/(1 + bᵀa) − bᵀa/(1 + bᵀa)] = I,

so the second factor is the inverse when 1 + bᵀa ≠ 0 (the Sherman–Morrison formula). For the determinant, take an orthonormal basis whose first vector is b/|b|. The matrix leaves the other basis vectors unchanged, so it is triangular with n − 1 unit diagonal entries, and its first diagonal entry is 1 + bᵀa. Thus det(I + abᵀ) = 1 + bᵀa.

For the first method, factor J out on the left, using H(y − Js) = Hy − s = −r:

J₊ = J(I − r sᵀ/(sᵀs)).

Here a = −r, b = s/(sᵀs), and 1 + bᵀa = (sᵀs − sᵀs + sᵀHy)/(sᵀs) = sᵀHy/(sᵀs). Inverting the product in reverse order,

H₊ = (I + r sᵀ/(sᵀHy))H = H + r sᵀH/(sᵀHy),  det J₊/det J = sᵀHy/(sᵀs).  (10)

For the second method, factor H out on the left, using Jr = Js − y:

H₊ = H(I + (Js − y)yᵀ/(yᵀy)).

Now a = Js − y, b = y/(yᵀy), and 1 + bᵀa = (yᵀy + yᵀJs − yᵀy)/(yᵀy) = yᵀJs/(yᵀy). Inverting,

J₊ = (I − (Js − y)yᵀ/(yᵀJs))J = J + (y − Js)yᵀJ/(yᵀJs),  det H₊/det H = yᵀJs/(yᵀy).  (11)

The first update destroys invertibility when sᵀHy = 0 and the second when yᵀJs = 0.

Now apply the second method in the tilde representation, starting from a covariant H̃. Any candidate H̃₊ can be written as BH₊A⁻¹, because A and B are invertible, so Δ̃ = BΔA⁻¹. The tilde constraint Δ̃ỹ = r̃ reads BΔy = Br, which is the old constraint Δy = r. The feasible set is the same set of linear models in both representations. Only the objective differs. Seen from the original representation, the tilde user solves

minimise ‖BΔA⁻¹‖ subject to Δy = r.  (12)

The solution is known, because in tilde variables it is the problem already solved:

Δ̃* = (Br)(Ay)ᵀ/((Ay)ᵀ(Ay)).

Multiplying by B⁻¹ on the left and A on the right,

Δ = r yᵀW/(yᵀWy),  W = AᵀA.  (13)

B has cancelled. The reason can be read from (9) in tilde form: the cross term is (Br)ᵀZ̃ỹ, and it vanishes because Z̃ỹ = 0, whatever vector stands on the left. The orthogonality that fixes the minimiser is produced entirely on the side of the matrix where y acts. The minimum value |Br|/|Ay| depends on B, and the minimiser does not. With A = I, (13) is (7): the second update is covariant for every invertible B, and by (6) the second method is invariant under linear and affine maps of the variables.

For the first method the change is Γ = J₊ − J, with Γ̃ = AΓB⁻¹ and constraint Γs = y − Js. The same substitution gives

Γ = (y − Js)sᵀV/(sᵀVs),  V = BᵀB.  (14)

A has cancelled, and with B = I this is (8). The first method is invariant under linear maps of the residual.

The converse follows from comparing (13) with (7). If r = 0 the update is zero in both representations. If r ≠ 0, two matrices r uᵀ and r u′ᵀ are equal only when u = u′, so covariance requires

Wy/(yᵀWy) = y/(yᵀy),

which says that y is an eigenvector of W. If y is an eigenvector, Wy = wy with w > 0, then w cancels and the equation holds. Suppose it is demanded for every y. Take two independent vectors y₁, y₂ with eigenvalues w₁, w₂, and let their sum have eigenvalue w₃. Then w₁y₁ + w₂y₂ = w₃(y₁ + y₂), and independence forces w₁ = w₂ = w₃. All eigenvalues are equal, AᵀA = wI, and A/√w is orthogonal. The mirror statement for the first method is BᵀB ∝ I.

Second derivation: which directions are left alone

This road begins without any norm on matrices. The step has shown how F responds along one direction. It has shown nothing about the others, so H should be corrected on the line through y and kept on a complementary set of residuals. In n dimensions the complement of a line is a hyperplane, and a hyperplane through the origin is the set K = {q : vᵀq = 0} for some vector v fixed up to scale. The line is outside K when vᵀy ≠ 0. Impose

H₊y = s,  H₊q = Hq for all q in K.  (15)

Any residual q splits uniquely as

q = βy + q′,  β = vᵀq/(vᵀy),  q′ = q − βy,

and q′ lies in K because vᵀq′ = vᵀq − βvᵀy = 0. Linearity and (15) then fix H₊ on every q:

H₊q = βs + Hq′ = Hq + β(s − Hy) = Hq + r vᵀq/(vᵀy).

So (15) has exactly one solution,

H₊ = H + r vᵀ/(vᵀy).  (16)

Every rank-one update that satisfies the secant condition with r ≠ 0 is of this form: if Δ = uvᵀ and Δy = r, then u(vᵀy) = r. A method is a rule for choosing v.

The same conditions can be read for the inverse. H₊ sends K onto the hyperplane HK of the variable space and sends y to s. It is invertible exactly when s is outside HK. A vector p lies in HK when Jp lies in K, that is when (Jᵀv)ᵀp = 0. So HK has normal u = Jᵀv, the condition for invertibility is uᵀs = vᵀJs ≠ 0, and then J₊s = y and J₊p = Jp for p in HK. The argument that led to (16), with the two spaces exchanged, gives

J₊ = J + (y − Js)uᵀ/(uᵀs),  u = Jᵀv,  v = Hᵀu.  (17)

Equations (16) and (17) are inverses of each other by construction, with no inversion formula used.

The data offer two natural hyperplanes. One is the set of residuals orthogonal to y, giving v = y. Then (16) is the second update (7), and (17) with uᵀ = yᵀJ is (11). The other is the set of displacements orthogonal to s, giving u = s. Then (17) is the first update (8), and (16) with vᵀ = sᵀH is (10). The word "orthogonal" is where a metric enters, and it enters once: in residual space for the second method, in variable space for the first.

Covariance becomes a statement about v. The tilde update is Br ṽᵀ/(ṽᵀAy), and covariance requires it to equal B[r vᵀ/(vᵀy)]A⁻¹. For r ≠ 0 this means ṽ/(ṽᵀAy) = A⁻ᵀv/(vᵀy), where A⁻ᵀ is the transpose of A⁻¹, so ṽ must be parallel to A⁻ᵀv. Parallelism is also enough: if ṽ = μA⁻ᵀv with μ ≠ 0, then ṽᵀAy = μvᵀy and μ cancels. The criterion is

ṽ ∝ A⁻ᵀv,  (18)

which says that the tilde user has picked the same hyperplane, K̃ = AK.

Second method: v = y and ṽ = ỹ = Ay. Criterion (18) is Ay ∝ A⁻ᵀy, or AᵀAy ∝ y. B does not appear. It holds for all B when A = I, and for general A it is the eigenvector condition.

First method: v = Hᵀs and ṽ = H̃ᵀs̃ = A⁻ᵀHᵀBᵀBs. Criterion (18) is A⁻ᵀHᵀBᵀBs ∝ A⁻ᵀHᵀs. The invertible factor A⁻ᵀHᵀ cancels and leaves BᵀBs ∝ s. A does not appear.

When (18) fails, the hyperplane actually chosen has normal Aᵀṽ in the original representation. This is AᵀAy = Wy for the second method and HᵀVs for the first, in agreement with (13) and (14). The step from "eigenvector for every vector" to "multiple of an orthogonal matrix" is the short argument already given.

Least change comes out as a consequence. Let Π = y vᵀ/(vᵀy). It satisfies Π² = y(vᵀy)vᵀ/(vᵀy)² = Π, so it projects on the line through y along K. For any Δ with Δy = r,

ΔΠ = r vᵀ/(vᵀy).  (19)

The update (16) is what remains of any feasible change after its action on K is removed. For v = y the projector is symmetric, and so is I − Π. Then ‖ΔΠ‖² = tr(ΔΠΠᵀΔᵀ) = tr(ΔΠΔᵀ), likewise for I − Π, and the two traces add up to tr(ΔΔᵀ):

‖Δ‖² = ‖ΔΠ‖² + ‖Δ(I − Π)‖².

This is (9) with Z = Δ(I − Π), and it shows again that v = y gives the unique smallest Frobenius change. For any other v the norm of (16) is

‖r vᵀ‖/|vᵀy| = |r||v|/|vᵀy| = (|r|/|y|)/|cos θ|,  (20)

with θ the angle between v and y, and it exceeds the minimum by the factor 1/|cos θ|.

Equation (19) works for other norms. In the spectral norm ‖Δ‖₂ = max |Δq|/|q|, an orthogonal projector has norm 1, so ‖ΔΠ‖₂ ≤ ‖Δ‖₂, and (7) is again a minimiser, with value |r|/|y|. It is not the only one when n > 1 and r ≠ 0. Add Z = κ a bᵀ with unit vectors a ⊥ r, b ⊥ y. Then Zy = 0, and Δ* + Z sends y/|y| and b to orthogonal vectors of lengths |r|/|y| and κ, and sends everything orthogonal to y and b to zero. Those lengths are its singular values, and the spectral norm is unchanged for 0 < κ ≤ |r|/|y|.

For a linear problem with exact inverse Jacobian H*, s = H*y, so r = −(H − H*)y and (16) gives

H₊ − H* = (H − H*)(I − Π).

With the orthogonal projector of the second method, ‖H₊ − H*‖ ≤ ‖H − H*‖: in a linear problem the error of H cannot grow. The first method has the same property for J − J*. Its projector in residual space is oblique, and no such inequality for H follows from this argument.

What each derivation assumes

The first derivation assumes a norm on n×n matrices. The Frobenius norm of H looks as if it needs two metrics, one for the variable space that labels the rows and one for the residual space that labels the columns, and (12) contains both. That one of them is idle is found only at the end, when B cancels in (13). The second derivation assumes a hyperplane, needs a metric in one space only to pick it, and never mentions the other, so the invariance is visible from the start.

The first does not assume that the change has rank one. It searches all n² entries and finds rank one. The second builds rank one into (15), by demanding that n − 1 directions be untouched, and must justify that demand and the choice of v by an appeal to missing information. The least-change property supplies the justification afterwards, through (19).

The first leans on the norm having an inner product; (9) has no counterpart for the spectral norm, and uniqueness indeed fails there. The second extends to any norm in which multiplication on the right by an orthogonal projector does not increase the size of a matrix, and it shows that minimality is shared by all such norms while uniqueness depends on the norm: it holds for the Frobenius norm and fails for the spectral norm.

On invertibility they differ in order. The first produces (7) from y ≠ 0 alone, even for singular H, and meets yᵀJs ≠ 0 only on inverting. The second needs vᵀy ≠ 0 to begin, which for the first method is already the condition sᵀHy ≠ 0 and presumes that H exists. In exchange it places both methods in one family and yields the inverse forms at once.

Neither derivation of the update uses the step rule (1) or any property of F beyond the pair (s, y). Both rely on (6) and on the covariant start to pass from one update to the sequence of iterates. Neither says anything about convergence or about which metric converges faster. The converse concerns the updated matrices: outside the stated conditions the matrices differ, although particular iterates can still coincide. For n = 1 every nonzero A and B is a multiple of an orthogonal matrix, and both methods reduce to the secant rule H₊ = s/y.

Conditions under which the invariance is lost

Both derivations show that, from a correspondingly mapped start, the second method is invariant under every invertible linear or affine map of the variables and the first under every invertible linear map of the residual. It remains to see when this invariance is lost, to extend the updates to several pairs, and to check the results on a small model and on Li₂.
